# Threshold Shift of a Silicon Transistor under Reverse Body Bias

## Problem

An n-channel MOS transistor has a p-type silicon body, uniformly doped with \(N_A=10^{17}\ \mathrm{cm^{-3}}\) acceptors, beneath 2 nm of silicon dioxide. The body is made 1 V negative relative to the source. By how much does the threshold voltage, measured from gate to source, increase?

Take a temperature of 300 K, a long and wide channel, a negligible drain-to-source voltage, fully ionised acceptors and a metal-like gate. Threshold is the gate voltage at which the electron density at the silicon surface equals \(N_A\). Rough typical material values are relative permittivities of 11.7 for silicon and 3.9 for the oxide, and an intrinsic density \(n_i=10^{10}\ \mathrm{cm^{-3}}\).

The source-to-body voltage is \(V_{SB}=+1\) V: a positive value is a reverse bias. The thermal voltage is \(\phi_t=kT/q=0.02585\) V, with \(q>0\) the elementary charge.

## A tempting solution

At threshold the surface is depleted of holes to a depth \(W_0\). The potential across this layer, without body bias, is \(2\phi_F\), where

\[
\phi_F=\phi_t\ln\frac{N_A}{n_i}=0.4167\ \mathrm{V},\qquad 2\phi_F=0.8334\ \mathrm{V}.
\]

The depth is

\[
W_0=\sqrt{\frac{2\varepsilon_s(2\phi_F)}{qN_A}}=103.8\ \mathrm{nm}.
\]

The layer acts as a capacitor \(C_d=\varepsilon_s/W_0\) per unit area between surface and body. The oxide is a second capacitor, \(C_{ox}=\varepsilon_{ox}/t_{ox}\), between gate and surface. Lowering the body by \(V_{SB}\), with the surface held fixed relative to the source, puts an extra charge \(C_dV_{SB}\) on the lower capacitor. The gate must supply the matching charge through the oxide, so \(C_{ox}\,\Delta V_T=C_dV_{SB}\), and

\[
\Delta V_T=\frac{\varepsilon_s}{\varepsilon_{ox}}\frac{t_{ox}}{W_0}V_{SB}
=\frac{11.7}{3.9}\times\frac{2.0}{103.8}\times 1\ \mathrm{V}=57.8\ \mathrm{mV}.
\]

## Where it goes wrong

The charge balance is sound, but \(C_d\) is not a constant. A depletion layer stores more charge by uncovering acceptors at its lower edge, so it becomes wider as it charges. The value \(\varepsilon_s/W_0\) describes the response to a very small change of body voltage about zero bias. Here the potential across the layer goes from 0.83 V to 1.83 V, which is no small change. Each further step of body voltage acts through a wider layer, and so a smaller capacitance, than the one before. The tempting result is therefore too large.

To find the correct value we need the charge at each bias. Since threshold is defined by the presence of electrons, we should also find out whether they spoil the depletion formula.

## The right solution

**Surface potential at threshold.** Let \(x\) run from the oxide into the silicon, and let \(\psi(x)\) be the potential relative to the neutral body, where \(\psi=0\). Holes are in equilibrium with the body. Channel electrons are in equilibrium with the source, whose potential is higher than the body's by \(V_{SB}\). With Boltzmann statistics, and each carrier's Fermi level constant through the depletion layer,

\[
p=N_Ae^{-\psi/\phi_t},\qquad
n=\frac{n_i^2}{N_A}e^{(\psi-V_{SB})/\phi_t}.
\]

The bias enters \(n\) with a minus sign because the positive source lowers the energy of its electrons, so that fewer of them reach a surface of given \(\psi\). Setting \(n=N_A\) at \(x=0\) gives

\[
e^{(\psi_s-V_{SB})/\phi_t}=\frac{N_A^2}{n_i^2}
\quad\Longrightarrow\quad
\psi_s=2\phi_F+V_{SB}.
\]

The difference \(\psi_s-V_{SB}\) equals \(2\phi_F\) with or without body bias, so relative to the source the surface does not move. Relative to the body, it has risen by the full volt.

**Surface field.** The charge density is \(q(p-n-N_A)\), so Poisson's equation reads

\[
\frac{d^2\psi}{dx^2}=\frac{q}{\varepsilon_s}(N_A+n-p).
\]

Multiply both sides by \(2\,d\psi/dx\). The left side becomes the derivative of \((d\psi/dx)^2=F^2\), where \(F=-d\psi/dx\) is the field. Integrating from the deep body, where \(F=0\) and \(\psi=0\), to the surface gives

\[
F_s^2=\frac{2q}{\varepsilon_s}\int_0^{\psi_s}(N_A+n-p)\,d\psi .
\]

Each exponential integrates to \(\phi_t\) times itself:

\[
\int_0^{\psi_s}n\,d\psi=\phi_t(n_s-n_b),\qquad
\int_0^{\psi_s}p\,d\psi=\phi_t(N_A-p_s).
\]

Here \(n_s\) and \(p_s\) are surface densities, and \(n_b=(n_i^2/N_A)e^{-V_{SB}/\phi_t}\) is the electron density deep in the body. At threshold \(n_s=N_A\). Inserting \(\psi_s\) into the hole density gives \(p_s=N_Ae^{-(2\phi_F+V_{SB})/\phi_t}=n_b\). The carrier terms then add up to

\[
\phi_t(N_A-n_b)-\phi_t(N_A-n_b)=0 .
\]

The electrons near the surface add as much to \(F_s^2\) as the holes in the soft lower edge of the layer take away. What remains is

\[
F_s=\sqrt{\frac{2qN_A\psi_s}{\varepsilon_s}} .
\]

This is the field of a sharply bounded depletion layer, but at this threshold it already includes the electrons. The one liberty taken is to call the deep body neutral with \(p=N_A\), which ignores \(n_b\), at most \(10^3\ \mathrm{cm^{-3}}\), beside \(10^{17}\ \mathrm{cm^{-3}}\).

**Gate voltage.** With any fixed oxide charge absorbed in the flat-band voltage \(V_{FB}\), Gauss's law makes the additional oxide drop \(\varepsilon_sF_s/C_{ox}\). The gate-to-body voltage is therefore

\[
V_{GB}=V_{FB}+\psi_s+\frac{\varepsilon_sF_s}{C_{ox}}
=V_{FB}+\psi_s+\gamma\sqrt{\psi_s},\qquad
\gamma=\frac{\sqrt{2q\varepsilon_sN_A}}{C_{ox}} .
\]

The gate-to-source voltage is \(V_{GB}-V_{SB}\). Subtracting \(V_{SB}\) removes the volt contained in \(\psi_s\), but not the one under the root:

\[
V_T=V_{FB}+2\phi_F+\gamma\sqrt{2\phi_F+V_{SB}} .
\]

\(V_{FB}\) refers to a silicon surface at the body's own potential and does not depend on \(V_{SB}\). It cancels in the difference, as does \(2\phi_F\):

\[
\boxed{\Delta V_T=\gamma\left(\sqrt{2\phi_F+V_{SB}}-\sqrt{2\phi_F}\right)}
\]

**Numbers.** The oxide capacitance is \(C_{ox}=1.7266\ \mathrm{\mu F/cm^2}\), which gives \(\gamma=0.1055\ \mathrm{V^{1/2}}\). Then

\[
\Delta V_T=0.1055\,(1.3540-0.9129)\ \mathrm{V}=0.0465\ \mathrm{V}\approx 47\ \mathrm{mV}.
\]

The oxide drop rises from 96.3 mV to 142.9 mV, and this rise is the whole threshold shift.

A numerical solution of the full Poisson equation, with both carriers kept and the oxide as boundary condition, tests the result without using the square-root law. For the same parameters, the gate voltage was adjusted until the surface electron density equalled \(N_A\). Measured from flat band, the threshold came out at 0.9297 V without bias and 0.9763 V with it. The shift is 46.55 mV, the same as the formula gives before rounding.

## Repairing the capacitor argument

Multiply and divide the boxed result by the sum of the two roots. The numerator becomes \((2\phi_F+V_{SB})-2\phi_F=V_{SB}\), so

\[
\Delta V_T=\frac{\gamma V_{SB}}{\sqrt{2\phi_F+V_{SB}}+\sqrt{2\phi_F}} .
\]

The width at bias is \(W_1=\sqrt{2\varepsilon_s(2\phi_F+V_{SB})/(qN_A)}=154.0\) nm. Each root is thus the corresponding width times \(\sqrt{qN_A/(2\varepsilon_s)}\). Since \(\gamma\) divided by that factor is \(2\varepsilon_s/C_{ox}\),

\[
\Delta V_T=\frac{\varepsilon_s}{C_{ox}}\,\frac{V_{SB}}{(W_0+W_1)/2}
=3\times\frac{2.0}{128.9}\times1\ \mathrm{V}=46.5\ \mathrm{mV}.
\]

The capacitor argument works if the initial width is replaced by the mean of the initial and final widths. The tempting answer is too large by the factor \((W_0+W_1)/(2W_0)=1.24\), an error of 24% relative to the correct shift.

Two limits follow. For \(V_{SB}\ll2\phi_F\) the widths are nearly equal and the shift is linear, with the initial slope of 57.8 mV per volt. For \(V_{SB}\gg2\phi_F\) the shift approaches \(\gamma(\sqrt{V_{SB}}-\sqrt{2\phi_F})\), a square-root growth less a constant 96 mV. One volt lies between these regimes, so neither limiting form should be used here.

At fixed doping and bias the shift is proportional to oxide thickness, through \(\gamma\). The numerical solution for a 4 nm oxide gives 93.10 mV, twice the value for 2 nm. A thin oxide ties the surface closely to the gate and leaves the body little influence.

## What a current measurement would see

Threshold is often read as the gate voltage at which a chosen small current flows. With mobility and drain voltage held fixed, this is closer to fixing the number of electrons per unit area, \(N\), than to fixing their surface density. The two criteria differ under body bias.

Close to the surface \(\psi\approx\psi_s-F_sx\), so \(n\approx n_se^{-F_sx/\phi_t}\). Integration over depth gives

\[
N\approx\frac{n_s\phi_t}{F_s} .
\]

Body bias raises \(F_s\) from 0.161 to 0.238 MV/cm and squeezes the electrons into a thinner layer. To keep \(N\) fixed, \(n_s\) must grow by the ratio of the fields. Because \(n_s\propto e^{\psi_s/\phi_t}\), this takes an additional surface potential

\[
\phi_t\ln\frac{F_1}{F_0}=10.2\ \mathrm{mV},
\]

where 0 and 1 label the two biases. The estimate is then \(46.5+10.2\approx57\) mV. The full Poisson solution, with \(N\) held at its zero-bias threshold value of \(1.65\times10^{10}\ \mathrm{cm^{-2}}\), gives 58.1 mV. It includes two things that the estimate omits: the fall of the field within the electron layer, and the extra oxide drop caused by the additional surface potential.

This number nearly equals the tempting 57.8 mV, but the agreement is accidental. The tempting solution kept the surface potential fixed relative to the source, so it contains no such squeezing. Under the fixed-\(N\) criterion a linear extrapolation would fail too. Since \(F_s\propto\sqrt{\psi_s}\), squeezing adds about \(\phi_t/(4\phi_F)=15.5\) mV per volt to the initial slope, and in this simple estimate the extrapolated shift would be about 73 mV, well above the 58.1 mV of the full solution.

**Quantum confinement** raises the energy cost of the squeezing. Treat the surface as a hard wall with a uniform field \(F\) behind it. An electron of mass \(m\) perpendicular to the wall obeys

\[
-\frac{\hbar^2}{2m}\frac{d^2u}{dx^2}+qFx\,u=Eu .
\]

With \(\ell=(\hbar^2/2mqF)^{1/3}\) and \(s=x/\ell-E/(qF\ell)\), this becomes \(d^2u/ds^2=su\). The solution that decays into the silicon is the Airy function \(\mathrm{Ai}(s)\). It must vanish at the wall, so \(-E/(qF\ell)\) is one of its zeros \(-a_j\), and

\[
E_j=a_j\left(\frac{\hbar^2}{2m}\right)^{1/3}(qF)^{2/3}.
\]

For a (100) surface, two silicon valleys have the rough perpendicular mass \(0.916\,m_0\) and four have \(0.19\,m_0\), with \(m_0\) the free-electron mass. The lowest level rises from 51.6 to 67.1 meV under body bias.

For Boltzmann occupation, \(N\propto e^{\psi_s/\phi_t}Z\), where \(Z=\sum g\,m_\parallel e^{-E_j/kT}\) runs over all levels of both valley groups, \(g\) is the number of valleys and \(m_\parallel\) the density-of-states mass along the surface. Fixed \(N\) then requires an additional surface potential \(\phi_t\ln(Z_0/Z_1)=22.4\) mV, in place of the classical 10.2 mV.

This exceeds the 15.5 meV rise of the lowest level because higher levels are occupied too. Since \(E_j\propto F^{2/3}\), differentiating \(Z\) gives

\[
-\frac{d\ln Z}{d\ln F}=\frac{2}{3}\frac{\langle E\rangle}{kT},
\]

with \(\langle E\rangle\) the thermal average over occupied levels. The average lies above the lowest level and governs the shift. In this triangular-well estimate, the fixed-\(N\) threshold shift is \(46.5+22.4\approx69\) mV. The answer of 47 mV thus belongs to the stated surface-density criterion, and a long-channel measurement at a fixed small current should be expected to give more.

## Short channels

In a short transistor, the source and drain junctions deplete part of the silicon under the gate, and the gate need not balance that charge. Let each junction have a rounded corner of radius \(x_j=50\) nm, its depth, centred on the surface. Assume that the depletion layer around it has the same width \(W\) as the layer under the gate. Its outer edge is then a circle of radius \(x_j+W\). At depth \(W\), this circle lies a horizontal distance \(\sqrt{(x_j+W)^2-W^2}\) from the centre, and so reaches beneath the gate by

\[
\Delta=\sqrt{x_j^2+2x_jW}-x_j .
\]

Near the surface the junction and gate depletion regions overlap, so a rule is needed to divide the charge there. A simple choice, on which the numbers below depend, is to draw a straight line from each junction's edge at the surface to the point just found. The charge between the two lines is left to the gate. It fills a trapezoid of length \(L\) at the top and \(L-2\Delta\) at the bottom. Its mean length is \(L-\Delta\), so each root in the threshold formula is multiplied by \(1-\Delta/L\):

\[
\Delta V_T=\gamma\left[\sqrt{2\phi_F+V_{SB}}\left(1-\frac{\Delta_1}{L}\right)-\sqrt{2\phi_F}\left(1-\frac{\Delta_0}{L}\right)\right].
\]

The widths give \(\Delta_0\approx63.5\) nm and \(\Delta_1\approx83.8\) nm. This rule puts the shift at 46.0 mV for \(L=10\) µm, 40.7 mV for 1 µm and 17.3 mV for 0.2 µm. Reverse bias widens the junction layers as well, and in a short channel they take over part of the added charge.

These numbers show the direction of the effect, not its size. The rule removes a fixed charge at each end, so its correction falls only as \(1/L\). In reality the junctions' influence on the potential at mid-channel dies away exponentially, over a distance set by the depletion depth. A channel ten times longer than that depth therefore keeps practically the full long-channel shift at its middle, and for the shortest channel above the rule strongly exaggerates the reduction. The construction needs \(L>2\Delta_1\), about 170 nm; below that length the trapezoid has no bottom edge.

## Smaller corrections

**Temperature.** With \(n_i\propto T^{3/2}e^{-E_g/2kT}\) and a fixed gap \(E_g=1.12\) eV, \(n_i\) reaches \(3.46\times10^{12}\ \mathrm{cm^{-3}}\) at 400 K. This lowers \(\phi_F\), so the depletion layer starts thinner and the body couples more strongly. The shift becomes 49.1 mV, from both the formula and the numerical Poisson solution.

**Polysilicon gate.** An n-type polysilicon gate doped to \(N_p=10^{20}\ \mathrm{cm^{-3}}\) is itself slightly depleted. If the depleted layer had a sharp edge, its depth would be \(\varepsilon_sF_s/(qN_p)\) and the potential across it half the field times this depth, \(\varepsilon_sF_s^2/(2qN_p)=\psi_sN_A/N_p\). Body bias would raise this by \(V_{SB}N_A/N_p=1.0\) mV. But the depth is only about 0.15 nm, and the potential is far below \(\phi_t\), too small to clear the layer of electrons. The gate electrons instead screen the field gradually, over roughly the Debye length \(\lambda=\sqrt{\varepsilon_s\phi_t/(qN_p)}=0.41\) nm, and the drop is about \(F_s\lambda\). Body bias raises it by about 3 mV. At this doping the gate electrons are degenerate, which lengthens the screening somewhat, so the correction is a few millivolts and the sharp-edge value is too small.

**Statistics.** The surface electron density at threshold is 0.37% of the conduction band's effective density of states, so Boltzmann statistics are adequate.

**Gate tunnelling.** For a rough 3.1 eV oxide barrier and an oxide mass of \(0.42\,m_0\), the WKB probability of crossing the oxide is about \(10^{-10}\) per attempt. An electron in the lowest level strikes the wall about \(1.4\times10^{13}\) times per second. Multiplying both by \(qN\) gives a one-way flow into the gate, before any return flow is subtracted, of order \(10^{-6}\)–\(10^{-5}\ \mathrm{A/cm^2}\) at threshold. Each electron stays for a time of the order of a millisecond. With a rough diffusion constant of \(10\ \mathrm{cm^2/s}\), the source refills a 10 µm channel in about \(L^2/D=0.1\) µs, so the leakage does not upset the assumed electron equilibrium.

**Breakdown.** The oxide field at bias is 0.71 MV/cm, against a rough breakdown field of 10 MV/cm. The flat part of the source junction, with a rough built-in voltage of 1 V, reaches 0.25 MV/cm, against roughly 0.6 MV/cm for silicon. Curvature concentrates the field: at a cylindrical corner of 50 nm radius it is about 0.45 MV/cm, closer to the limit but still below it.

## Beside real transistors

A 2 nm oxide is roughly typical of transistors with gates near 0.1 µm long. Their channels are usually doped more heavily, very roughly \(10^{18}\ \mathrm{cm^{-3}}\), and not uniformly, so \(10^{17}\ \mathrm{cm^{-3}}\) is low for this oxide. The example is best read as a long test transistor. Raising the doping tenfold multiplies \(\gamma\) by \(\sqrt{10}\), to 0.334 \(\mathrm{V^{1/2}}\), and raises \(2\phi_F\) by \(2\phi_t\ln10=0.119\) V, to 0.952 V. The long-channel shift becomes \(0.334\,(1.397-0.976)\approx0.14\) V, three times the value found here. Short length acts the other way: at \(10^{17}\ \mathrm{cm^{-3}}\), the trapezoid estimate for 0.2 µm cuts the shift to about 17 mV, though it exaggerates the reduction. For a scaled device, doping level and channel length therefore matter more than any of the smaller corrections. The main computed values are collected in the numerical output below, where the polysilicon entry is the sharp-edge value.

## Calculated quantities

```
Acceptor density: 1.0e+17 cm^-3
Oxide thickness: 2.0 nm
Reverse body bias: 1.0 V
Temperature: 300 K
Relative permittivity, Si: 11.7; SiO2: 3.9
Intrinsic density (rough): 1.0e+10 cm^-3
Thermal voltage: 0.02585 V
phi_F: 0.4167 V; 2 phi_F: 0.8334 V
Oxide capacitance: 1.7266 uF/cm2
Body factor gamma: 0.1055 V^0.5
Square root at 0 V: 0.9129 V^0.5
Square root at 1 V: 1.3540 V^0.5
Threshold shift, formula: 46.55 mV = 0.0466 V
Threshold shift, Poisson: 46.55 mV
Threshold above flat band at 0 V, formula: 0.9297 V
Threshold above flat band at 0 V, Poisson: 0.9297 V
Threshold above flat band at 1 V, Poisson: 0.9763 V
Depletion width at 0 V: 103.8 nm; at 1 V: 154.0 nm
Initial slope, formula: 57.80 mV/V
Initial slope, Poisson: 57.76 mV/V
Shift with 4 nm oxide, Poisson: 93.10 mV
Electron sheet density at 0 V threshold: 1.650e+10 cm^-2
Shift at fixed sheet density: 58.14 mV
Simple fixed-sheet addition: 10.19 mV
Surface field at 0 V: 0.161 MV/cm; 1 V: 0.238 MV/cm
Silicon masses (rough): 0.916, 0.19 m0
Lowest level at 0 V: 51.6 meV; at 1 V: 67.1 meV
Quantum fixed-sheet addition: 22.38 mV
Quantum minus classical: 12.19 mV
Junction depth for short-channel estimate: 50 nm
Charge-sharing shift, L = 10.0 um: 45.96 mV
Charge-sharing shift, L = 1.0 um: 40.70 mV
Charge-sharing shift, L = 0.2 um: 17.28 mV
Silicon gap (rough): 1.12 eV
Intrinsic density at 400 K: 3.46e+12 cm^-3
Shift at 400 K, formula: 49.12 mV
Shift at 400 K, Poisson: 49.12 mV
Polysilicon doping: 1.0e+20 cm^-3
Polysilicon-depletion addition: 1.00 mV
Conduction-band effective density: 2.74e+19 cm^-3
Surface density / effective density: 0.37 percent
Oxide drop at 0 V: 96.3 mV; at 1 V: 142.9 mV
Oxide field at 1 V: 0.714 MV/cm
Oxide breakdown field (rough): 10 MV/cm
Oxide barrier (rough): 3.1 eV; mass: 0.42 m0
WKB tunnelling probability: 1.2e-10
Bounce rate: 1.4e+13 s^-1
Order-of-magnitude gate leakage: 4e-06 A/cm2
Source-body built-in voltage (rough): 1.0 V
Junction peak field at 1 V: 0.249 MV/cm
Silicon breakdown field (rough): 0.6 MV/cm
```
